\section*{Out-of-phase beam-offset width and its sensitivity to in-plane diffusivity}

In a beam-offset thermoreflectance analysis one must decide how to turn a measured width into an in-plane diffusivity: subtract the optical width in quadrature, or fit the full diffusion model. One must also decide whether the chosen frequency and spot size leave enough diffusivity information to fit. On a bare surface, both decisions depend on how far the out-of-phase profile extends beyond the optical overlap of the beams. For the bare sample treated below at 1 MHz, quadrature subtraction overestimates the diffusivity by 55 per cent, although the profile is only 14 per cent wider than the optical one.

\section{Assumptions and theorem}

A pump with power modulated at angular frequency $\omega=2\pi f$ is absorbed at the surface $z=0$ of a uniform half-space. Diffusion is linear, properties do not depend on temperature, and no heat leaves through the surface. The in-plane and through-plane conductivities are $\kappa_r,\kappa_z$, the volumetric heat capacity is $C$, and $D=\kappa_r/C$. Pump and probe are Gaussian with $1/e^2$ intensity radii $w_0,w_1$, and their centres are a distance $r$ apart. The time factor is $e^{+i\omega t}$. The probe-averaged surface temperature per unit absorbed power is $H(r)$, and the out-of-phase profile is $P(r)=-\operatorname{Im}H(r)$. Define
\begin{equation}
W^2=\frac{w_0^2+w_1^2}{2},\qquad d^2=\frac{2D}{\omega},\qquad \eta=\frac{d^2}{W^2}.
\end{equation}
The width $F$ is twice the smallest $r>0$ at which $P(r)=P(0)/2$. Write $L=\ln2$. The optical overlap is proportional to $e^{-r^2/W^2}$, so its width is $F_{\rm opt}=2\sqrt{L}\,W$.

\paragraph{Theorem.} Under these assumptions:

(a) The second moment of $P$ over the plane is $\langle r^2\rangle=W^2+d^2$ for every $\omega>0$.

(b) As $\eta\to0$,
\begin{equation}
\frac{F^2}{4LW^2}=1+\eta+(8-2L)\eta^2+O(\eta^3).
\label{series}
\end{equation}

(c) Let $S_D=\partial\ln F/\partial\ln D$ at fixed $W,\omega$, and $S_W=\partial\ln F/\partial\ln W$ at fixed $D,\omega$. Then $S_W=1-2S_D$, and as $\eta\to0$ both $S_D$ and the fractional excess $(F-F_{\rm opt})/F_{\rm opt}$ equal $\eta/2+O(\eta^2)$.

(d) As $\eta\to\infty$, $F/d$ tends to a constant and $S_D\to1/2$.

Part (c) links broadening and sensitivity: for weak broadening they agree to leading order in $\eta$, and they vanish together.

\section{Two forms of the signal}

\paragraph{Lemma 1.} With $b=\sqrt{\kappa_zC}$,
\begin{equation}
H(r)=\frac1{2\pi}\int_0^\infty k\,J_0(kr)\,e^{-k^2W^2/4}G(k)\,dk,\qquad
G(k)=\frac{1}{b\sqrt{Dk^2+i\omega}}.
\label{hankel}
\end{equation}

\emph{Proof.} A normalized Gaussian $e^{-r^2/a^2}/(\pi a^2)$ has the plane Fourier transform $e^{-k^2a^2/4}$. The pump has $a^2=w_0^2/2$ and the probe $a^2=w_1^2/2$. Averaging over the displaced probe is a convolution, so the transforms multiply to $e^{-k^2(w_0^2+w_1^2)/8}=e^{-k^2W^2/4}$.

For one in-plane wavevector the temperature obeys
\begin{equation}
\kappa_z\theta''(z)=(\kappa_rk^2+i\omega C)\,\theta(z).
\end{equation}
The decaying solution is $\theta=Ge^{-qz}$ with $q^2=(\kappa_rk^2+i\omega C)/\kappa_z$ and $\operatorname{Re}q>0$. Unit flux at the surface requires $-\kappa_z\theta'(0)=\kappa_zqG=1$. Hence $G=1/\sqrt{\kappa_z(\kappa_rk^2+i\omega C)}$, which is the stated form because $\kappa_r=DC$. The angular part of the inverse transform gives $J_0$. $\square$

The through-plane conductivity enters through the prefactor $1/b$ alone, so it cannot change the width on a bare half-space.

\paragraph{Lemma 2.} The same signal is
\begin{equation}
H(r)=\int_0^\infty R(r,t)e^{-i\omega t}dt,\qquad
R(r,t)=\frac{1}{b\sqrt{\pi t}}\,
\frac{e^{-r^2/(W^2+4Dt)}}{\pi(W^2+4Dt)} .
\label{time}
\end{equation}

\emph{Proof.} Use $p^{-1/2}=\int_0^\infty e^{-pt}(\pi t)^{-1/2}dt$ with $p=Dk^2+i\omega$. The factor $e^{-Dk^2t}$ joins $e^{-k^2W^2/4}$ to give $e^{-k^2(W^2+4Dt)/4}$, whose inverse transform is the Gaussian in (\ref{time}). $\square$

Thus $P=\int R\sin\omega t\,dt$. The sine suppresses the earliest times, when the heat still has the optical shape, and so favours Gaussians that have already spread. The in-phase signal $\operatorname{Re}H=\int R\cos\omega t\,dt$ keeps the early, narrow heat and subtracts wider Gaussians once the cosine turns negative.

\section{Proof of the moment and width formulas}

Put $y=Dk^2/\omega$. Since $(i\omega)^{-1/2}=\omega^{-1/2}(1-i)/\sqrt2$,
\begin{align}
bG&=\frac{1-i}{\sqrt{2\omega}}(1-iy)^{-1/2}
=\frac{1-i}{\sqrt{2\omega}}\left(1+\frac{iy}{2}-\frac{3y^2}{8}+\cdots\right),\\
-b\operatorname{Im}G&=\frac1{\sqrt{2\omega}}
\left(1-\frac y2-\frac{3y^2}{8}+\cdots\right),
\label{img}\\
b\operatorname{Re}G&=\frac1{\sqrt{2\omega}}
\left(1+\frac y2-\frac{3y^2}{8}+\cdots\right).
\label{reg}
\end{align}

\paragraph{Part (a).} The transform of the profile is $\hat P(k)=-e^{-k^2W^2/4}\operatorname{Im}G$. It is also $2\pi\int_0^\infty P(r)J_0(kr)r\,dr$. The branch points of $G$ lie at $k^2=-i\omega/D$, a distance $1/d$ from the real $k$ axis, so $P$ decays exponentially and its moments exist. With $J_0(kr)=1-k^2r^2/4+\cdots$,
\begin{equation}
\frac{\hat P(k)}{\hat P(0)}=1-\frac{k^2}{4}\langle r^2\rangle+\cdots .
\end{equation}
The Gaussian factor and (\ref{img}) give $1-k^2[W^2/4+D/(2\omega)]+\cdots$. Comparing coefficients yields $\langle r^2\rangle=W^2+2D/\omega=W^2+d^2$. No smallness of $\eta$ was used: a moment needs the expansion at $k=0$ alone. The same argument with (\ref{reg}) gives $W^2-d^2$ in phase. That moment can be negative because the in-phase profile changes sign. The out-of-phase profile also has a weak negative tail, and the result $W^2+d^2$ includes it: at $\eta\approx2$ the tail reaches only about 0.5 per cent of the peak, yet the positive central lobe alone gives about $4.2W^2$ instead of $3.0W^2$. A scan cut off at the first zero therefore does not measure this moment. $\square$

\paragraph{Part (b).} The half-maximum width involves all $k$, so the expansion must now be justified under the integral. With $k=K/W$ one has $y=\eta K^2/2$. All derivatives of $(1-iy)^{-1/2}$ are bounded for real $y$, because $|1-iy|\ge1$. Every $\eta$-derivative of the integrand in (\ref{hankel}) is therefore bounded by a polynomial in $K$ times a Gaussian. Hence $P$ is smooth in $\eta$ down to $\eta=0$, and its Taylor expansion there may be taken term by term and differentiated.

In real space $k^2$ becomes $-\nabla^2$. For a function of $s=r^2/W^2$,
\begin{equation}
\nabla^2 u=\frac4{W^2}\left(s\,u''+u'\right).
\end{equation}
Applied once and then again to $e^{-s}$, this gives
\begin{equation}
\nabla^2e^{-s}=\frac4{W^2}(s-1)e^{-s},\qquad
\nabla^4e^{-s}=\frac{16}{W^4}(s^2-4s+2)e^{-s}.
\end{equation}
Because $D/\omega=\eta W^2/2$, the term $-y/2$ becomes $+(\eta W^2/4)\nabla^2$, and $-3y^2/8$ becomes $-(3\eta^2W^4/32)\nabla^4$. Therefore
\begin{equation}
P\propto e^{-s}\left[1+\eta(s-1)-\tfrac32\eta^2(s^2-4s+2)\right]+O(\eta^3).
\label{profile}
\end{equation}
At the centre the bracket is $1-\eta-3\eta^2$. Subtracting this value from the bracket leaves $\eta s-\tfrac32\eta^2(s^2-4s)$, so
\begin{align}
\frac{P(s)}{P(0)}&=e^{-s}\left[1+\frac{\eta s-\frac32\eta^2(s^2-4s)}{1-\eta-3\eta^2}\right]+O(\eta^3)\nonumber\\
&=e^{-s}\left[1+\eta s+\eta^2\left(7s-\tfrac32s^2\right)\right]+O(\eta^3).
\end{align}
The logarithm of the last bracket is $\eta s+\eta^2(7s-2s^2)$, where $-\tfrac12\eta^2s^2$ came from squaring the linear term. Setting the ratio to $1/2$ gives
\begin{equation}
s=L+\eta s+\eta^2(7s-2s^2)+O(\eta^3).
\end{equation}
To first order $s=L(1+\eta)$. Inserting this on the right,
\begin{equation}
s=L+\eta L+\eta^2L+\eta^2(7L-2L^2)=L\left[1+\eta+(8-2L)\eta^2\right].
\end{equation}
Since $F=2W\sqrt s$, this is (\ref{series}). $\square$

The second-order coefficient, 6.61, is nonzero because the profile is not Gaussian: a Gaussian with the second moment of part (a) would have $F^2=4L(W^2+d^2)$ exactly. Quadrature addition of widths, $F^2=4L(W^2+d^2)$, is correct to first order, whereas the corresponding sum of second moments has no correction. The in-phase bracket is (\ref{profile}) with $\eta$ replaced by $-\eta$, so its series is $1-\eta+(8-2L)\eta^2$: weak diffusion narrows the in-phase profile.

\section{Proof of the sensitivity and the low-frequency limit}

\paragraph{Part (c).} The substitution $k=K/W$ turns $Dk^2+i\omega$ into $\omega(\eta K^2/2+i)$. Apart from amplitude, $P$ then depends on $r/W$ and $\eta$, so $F=W\phi(\eta)$. Since $\eta\propto D/W^2$,
\begin{equation}
S_D=\frac{d\ln\phi}{d\ln\eta},\qquad
S_W=1-2\frac{d\ln\phi}{d\ln\eta}=1-2S_D .
\label{sw}
\end{equation}
With $c=8-2L$, differentiating half the logarithm of (\ref{series}) gives
\begin{align}
S_D&=\frac12\,\frac{\eta+2c\eta^2}{1+\eta+c\eta^2}+O(\eta^3)
=\frac\eta2+\left(c-\frac12\right)\eta^2+O(\eta^3),\\
\frac{F-F_{\rm opt}}{F_{\rm opt}}&=\sqrt{1+\eta+c\eta^2}-1+O(\eta^3)
=\frac\eta2+\left(\frac c2-\frac18\right)\eta^2+O(\eta^3).
\end{align}
The leading terms agree. $\square$

At $\eta=0.001$ the directly computed values are $5.06\times10^{-4}$ for the sensitivity and $5.03\times10^{-4}$ for the excess. At larger $\eta$ the sensitivity first exceeds the excess, by about 10 per cent for $\eta$ between 0.02 and 0.05; the two cross near $\eta=0.13$, and beyond that the excess grows without bound while $S_D$ saturates (0.88 against 0.29 at $\eta\approx2$). Outside weak broadening the excess must not be used as the sensitivity.

\paragraph{Part (d).} First let $W=0$. Rescaling depth to $z'=z\sqrt{\kappa_r/\kappa_z}$ makes the heat equation isotropic, $\nabla^2\theta=\sigma^2\theta$ with $\sigma=\sqrt{i\omega/D}=(1+i)/d$. A surface point source produces $\theta=Ae^{-\sigma\rho}/\rho$, where $\rho$ is the rescaled distance. Flux through a small hemisphere fixes $2\pi A\sqrt{\kappa_r\kappa_z}=1$. On the surface, with $x=r/d$,
\begin{equation}
P=\frac{1}{2\pi d\sqrt{\kappa_r\kappa_z}}\,\frac{e^{-x}\sin x}{x}.
\end{equation}
The last fraction equals 1 at $x=0$ and falls to $1/2$ at $x_h=0.627$, so $F=1.254\,d$.

For finite spots this function is convolved with a Gaussian of radius $\epsilon=W/d$ in units of $d$. Its gradient is bounded, so the convolution and its $\epsilon$-derivative remain bounded as $\epsilon\to0$. Since the slope at $x_h$ is not zero, $F=d\,\psi(\epsilon)$ with $\psi\to2x_h$ and $\epsilon\psi'\to0$. As $d\propto D^{1/2}$ and $\epsilon\propto D^{-1/2}$,
\begin{equation}
S_D=\frac12\left(1-\frac{\epsilon\psi'}{\psi}\right)\to\frac12 .\qquad\square
\end{equation}
At $\eta=10^4$ the computed ratio $F/d$ is 1.268, about 1 per cent above the limit, as expected for a correction of order $W/d=0.01$. At thirteen values of $\eta$ from 0.01 to 100, $S_D$ rose steadily and stayed below $1/2$.

\section{Reading the numbers}

Take round model parameters $w_0=w_1=4\ \mu$m, $\kappa_r=20$ and $\kappa_z=5$ W/(m K), and $C=2$ MJ/(m$^3$ K). Then $W=4\ \mu$m, $D=10$ mm$^2$/s and $F_{\rm opt}=6.66\ \mu$m. At 1 MHz,
\begin{equation}
d^2=\frac{2\times10^{-5}}{2\pi\times10^6}\ {\rm m^2}=3.18\ \mu{\rm m}^2,\qquad
\eta=\frac{3.18}{16}=0.199 .
\end{equation}
The full integral gives $F=7.62\ \mu$m. Equation (\ref{series}) gives 7.29 $\mu$m at first order and 8.05 $\mu$m at second order, so the two truncations bracket the result and neither is suitable for fitting. Quadrature subtraction would give
\begin{equation}
D_{\rm quad}=\frac\omega2\left(\frac{F^2}{4L}-W^2\right)
=\pi\times10^6\,(20.94-16)\times10^{-12}\ {\rm m^2/s}=15.5\ {\rm mm^2/s}.
\end{equation}
At 0.1 and 10 MHz it gives 12.7 and 11.2 mm$^2$/s. The bias is not monotonic: it vanishes as $\eta\to0$, while part (d) gives $D_{\rm quad}/D\to(1.254)^2/(4L)=0.57$ as $\eta\to\infty$.

Suppose width and $W$ have independent relative errors of 1 per cent. Linear propagation with (\ref{sw}) gives, at 1 MHz,
\begin{equation}
\frac{\delta D}{D}=0.01\,\frac{\sqrt{1+S_W^2}}{S_D}
=0.01\,\frac{\sqrt{1+0.747^2}}{0.126}\approx10\%.
\end{equation}
At 0.1 MHz, $S_D=0.29$ and the error is 3.7 per cent. At 10 MHz, $S_D=0.012$ and the linear estimate exceeds 100 per cent: the excess width is 1.1 per cent, comparable with the assumed errors, so the measurement can give at best an upper bound on $D$. Repeating the full inversion at 1 MHz with $W$ taken 1 per cent too large lowers $D$ by 5.9 per cent, in agreement with $-S_W/S_D$.

The reference phase matters as well. Turning $H$ by a small angle $\delta$ gives
\begin{equation}
-\operatorname{Im}(He^{i\delta})=P\cos\delta-\operatorname{Re}H\,\sin\delta .
\end{equation}
At 1 MHz the in-phase width is 6.60 $\mu$m, so positive $\delta$ subtracts a narrower profile and broadens the result. One degree changes $F$ by about 0.4 per cent, hence the inferred $D$ by about 3 per cent.

\section{Pulsed heating and the metal film}

\paragraph{Remark 1: pulses.} Let the pump consist of short pulses with period $T$, and let the probe arrive a time $\tau$ before the next pulse. Earlier pulses have ages $t_m=mT-\tau$. Demodulation at the probe arrival time gives
\begin{equation}
P_{\rm pulse}(r)=T\sum_{m=1}^{\infty}R(r,t_m)\sin\omega t_m .
\end{equation}
This is a sampled form of $\int R\sin\omega t\,dt$. The integrand vanishes as $\sqrt t$ at $t=0$, so the newest heat has little weight when $\omega T\ll1$. For the pulse train below, the newest pulse supplies about 2 per cent of the central signal at 1 MHz; at 10 MHz, where $\omega t_1\approx0.78$, it supplies more than half. The width then changes little only because it is close to the optical width anyway: the excess over $F_{\rm opt}$ changes by about 11 per cent. For an 80 MHz pulse rate and $\tau=0.1$ ns, the widths at all three frequencies differ from the continuous-wave ones by at most about 0.1 per cent. At 10 MHz even this matters: divided by $S_D=0.012$, it corresponds to about 10 per cent in $D$. At 1 MHz the corresponding error is about 0.5 per cent.

\paragraph{Remark 2: transducer.} A film of thickness $h$, conductivity $\kappa_f$ and heat capacity $C_f$ sits on the substrate with interface conductance $g$. Let its temperature be uniform across its thickness. With $E=\sqrt{\kappa_z(\kappa_rk^2+i\omega C)}$, the flux into the substrate is $g(\theta_f-\theta_s)=E\theta_s$. Eliminating $\theta_s=g\theta_f/(g+E)$ from the film's energy balance gives, for unit absorbed flux and $G=\theta_f$,
\begin{equation}
\frac1G=i\omega C_fh+\kappa_fhk^2+\frac{gE}{g+E}.
\end{equation}
The moment argument of part (a) now reads
\begin{equation}
\langle r^2\rangle=W^2-4\left.\frac{\operatorname{Im}G'}{\operatorname{Im}G}\right|_{k=0},\qquad G'=\frac{dG}{d(k^2)} .
\end{equation}
If $\kappa_r=0$, then $E$ does not depend on $k$ and $G'=-\kappa_fhG^2$. Since $\operatorname{Im}G^2=2\operatorname{Re}G\operatorname{Im}G$,
\begin{equation}
\langle r^2\rangle-W^2=8\kappa_fh\operatorname{Re}G(0)>0 .
\end{equation}
Broadening therefore does not by itself prove in-plane conduction in the substrate.

For $h=80$ nm, $\kappa_f=100$ W/(m K), $C_f=2.4$ MJ/(m$^3$ K) and $g=100$ MW/(m$^2$ K), the width at 1 MHz is 8.30 $\mu$m. With $\kappa_r$ set to zero and all else fixed it is still 7.61 $\mu$m. For these parameters that happens to be close to the width of the bare conducting sample; the near-equality is a coincidence. The sensitivity to $\kappa_r$ is 0.080, less than the 0.096 for $\kappa_f$. A 10 per cent error in $\kappa_f$ thus shifts the inferred $\kappa_r$ by about 12 per cent in the opposite direction, other inputs being fixed.

\paragraph{Remark 3: real measurements.} Micrometre spots, modulation from roughly 0.1 to 10 MHz and metal films of order 100 nm are ordinary conditions for this method, and the model values lie among them. The metal film breaks the bare-surface assumption of the theorem. In this example the film adds 9 per cent to the width. Read with the bare formula, that would raise $D$ by roughly 70 per cent in the linear estimate, so the film must be in the fitted model. Silicate glasses have diffusivities below about 1 mm$^2$/s, well under the value used here. On a bare surface, a chosen $\eta$ requires $f=D/(\pi\eta W^2)$, so a tenfold smaller $D$ needs a tenfold lower frequency at the same spot size. With a film, this scaling does not preserve the sensitivity: the film's lateral term $\kappa_fhk^2$ stays the same while the substrate term $E$ becomes smaller, so conduction along the film weighs more. The sensitivities must then be recomputed with the film included. The remaining values are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
pump and probe 1/e^2 radii: 4.0, 4.0 um
combined radius W: 4.000 um
optical FWHM: 6.6604 um
kr, kz: 20.0, 5.0 W/(m K)
heat capacity C: 2.00 MJ/(m^3 K)
in-plane diffusivity D: 10.000 mm^2/s
Bare half-space, one value per frequency
frequency (MHz): 0.1, 1.0, 10.0
diffusion length d (um): 5.6419, 1.7841, 0.5642
eta = d^2/W^2: 1.9894, 0.1989, 0.0199
out-of-phase FWHM (um): 12.5137, 7.6193, 6.7345
excess over optical FWHM (%): 87.88, 14.40, 1.11
first-order FWHM (um): 11.5159, 7.2929, 6.7264
second-order FWHM (um): 35.9698, 8.0498, 6.7350
root-mean-square radius, out-of-phase (um): 6.9160, 4.3799, 4.0396
in-phase FWHM (um): 7.9151, 6.6000, 6.6029
sensitivity to D: 0.2907, 0.1264, 0.0121
sensitivity to W: 0.4186, 0.7473, 0.9759
D error for 1 % in FWHM and 1 % in W (%): 3.7, 9.9, 115.9
D from first-order inversion (mm^2/s): 12.72, 15.51, 11.24
pulsed-pump FWHM, 80 MHz, delay -0.1 ns (um): 12.5170, 7.6240, 6.7426
Checks and limits
second-order coefficient, numeric: 6.6138
second-order coefficient, formula: 6.6137
eta = 0.001: sensitivity 5.0608e-04, excess 5.0317e-04
low-frequency FWHM/d, point source: 1.2536
FWHM/d at eta = 10000: 1.2681
Errors at 1 MHz, bare half-space
D shift for W 1 % too large, full inversion: -5.92 %
D shift for W 1 % too large, linear: -5.91 %
FWHM with phase of H +1 deg, -1 deg: 7.6478, 7.5922 um
With transducer at 1 MHz
film thickness: 80 nm
film conductivity: 100 W/(m K)
film heat capacity: 2.40 MJ/(m^3 K)
interface conductance: 100 MW/(m^2 K)
largest thin-film deviation in G: 0.63 %
out-of-phase FWHM: 8.2976 um
same with substrate kr = 0: 7.6145 um
second moment: 23.074 um^2
second moment with kr = 0: 21.116 um^2
FWHM sensitivity to kr: 0.0798
FWHM sensitivity to kz: -0.0281
FWHM sensitivity to C: -0.1079
FWHM sensitivity to kf: 0.0960
FWHM sensitivity to Cf: -0.0347
FWHM sensitivity to h: 0.0613
FWHM sensitivity to g: -0.0050
FWHM sensitivity to W: 0.6484
\end{verbatim}
